# Galerkin coarse-grid Laplacians in one and two dimensions

## Question

I am writing a multigrid solver for the Poisson equation $-\nabla^2\phi=4\pi\rho$ of a Hartree potential. As a warm-up, $\phi$ and $\rho$ do not depend on $z$, so the grid is two-dimensional. The potential vanishes on the boundary of a square of side 8 bohr. My fine spacing is $h=0.5$ bohr and the coarse spacing is $H=2h=1$ bohr.

I build the coarse operator as the Galerkin product $RA_hP$, with linear interpolation $P$ and full weighting $R$. In one dimension the product is the usual three-point Laplacian with spacing $H$. I therefore expected the five-point Laplacian in two dimensions, but my matrix also couples each coarse node to its diagonal neighbours.

Is this a bug? If not, what should the weights be, where do the diagonal couplings come from, and may I use the five-point operator on the coarse grid instead?

## Answer

It is not a bug. Besides $RA_hP$ there is a second one-dimensional product, $RP$. It plays no part in the one-dimensional coarse operator but enters the two-dimensional one. I will work out both products and then combine them.

### What the Galerkin product is for

Suppose the current approximation has error $e$, defined as the exact solution of the discrete equations minus the approximation. Its residual is $r=A_he$. If the error is an interpolated coarse function, $e=Pv$, then restricting the residual gives

$$
Rr=RA_hPv .
$$

Solving a coarse equation with the matrix $A_G=RA_hP$ therefore returns $v$, provided $A_G$ is invertible, and adding $Pv$ removes this error completely. That property defines the Galerkin choice. It does not require $A_G$ to look like the fine operator.

### One dimension

Let coarse node $j$ coincide with fine node $2j$, where $j=1,\dots,m$ are the interior coarse nodes. The boundary values are $v_0=v_{m+1}=0$. Linear interpolation $u=Pv$ means

$$
u_{2j}=v_j,\qquad u_{2j+1}=\frac{v_j+v_{j+1}}2 .
$$

The fine operator represents minus the second derivative:

$$
(A_hu)_i=\frac{2u_i-u_{i-1}-u_{i+1}}{h^2}.
$$

Full weighting is the average

$$
(Rr)_j=\frac{r_{2j-1}+2r_{2j}+r_{2j+1}}4 .
$$

With this normalization $R=P^T/2$ in one dimension.

Apply $A_h$ to the interpolated function. At an odd fine node,

$$
h^2(A_hu)_{2j+1}=(v_j+v_{j+1})-v_j-v_{j+1}=0,
$$

because the interpolant is a straight line there. At an even node there is a kink:

$$
\begin{aligned}
h^2(A_hu)_{2j}
&=2v_j-\frac{v_{j-1}+v_j}2-\frac{v_j+v_{j+1}}2\\
&=\frac{2v_j-v_{j-1}-v_{j+1}}2 .
\end{aligned}
$$

Full weighting multiplies this even value by $1/2$ and adds nothing from the odd nodes. Hence

$$
(RA_hPv)_j=\frac{2v_j-v_{j-1}-v_{j+1}}{4h^2}
=\frac{2v_j-v_{j-1}-v_{j+1}}{H^2},
$$

since $H^2=4h^2$. This is the three-point operator $A_H$. The rows next to the boundary are included, because the formulas hold there with $v_0=v_{m+1}=0$.

Now restrict the interpolated function itself, without a Laplacian in between:

$$
\begin{aligned}
(RPv)_j
&=\frac{v_j}{2}+\frac14\left(\frac{v_{j-1}+v_j}{2}+\frac{v_j+v_{j+1}}{2}\right)\\
&=\frac{v_{j-1}+6v_j+v_{j+1}}8 .
\end{aligned}
$$

Call this operator $M=RP$. It is not the identity: interpolation followed by averaging smooths a coarse function. Splitting $6v_j$ into $8v_j-2v_j$ gives

$$
M=I-\frac{H^2}{8}A_H .
$$

The minus sign appears because $A_H$ is *minus* the second difference.

### Two dimensions

On the square, the fine five-point operator is $A_h=A_x+A_y$, where each term is the one-dimensional operator along one axis. Bilinear interpolation is linear interpolation along both axes, $P=P_xP_y$. Full weighting is $R=R_xR_y$, whose nine averaging weights are

$$
\frac1{16}\begin{pmatrix}1&2&1\\2&4&2\\1&2&1\end{pmatrix}.
$$

Operators that act on different indices can be reordered, so

$$
\begin{aligned}
RA_hP
&=R_xR_y(A_x+A_y)P_xP_y\\
&=(R_xA_xP_x)(R_yP_y)+(R_xP_x)(R_yA_yP_y).
\end{aligned}
$$

The term that differentiates along $x$ must still be interpolated and restricted along $y$, and this produces a factor $M_y$. From here on let $A_x$ and $A_y$ denote the *coarse* three-point operators. The one-dimensional results then give

$$
A_G=A_xM_y+M_xA_y .
$$

The weights follow by multiplying $(-1,2,-1)/H^2$ along one axis by $(1,6,1)/8$ along the other. For the three kinds of node,

$$
\begin{aligned}
\text{centre: }&\frac1{H^2}\left(2\cdot\frac68+\frac68\cdot2\right)=\frac3{H^2},\\
\text{edge: }&\frac1{H^2}\left(-1\cdot\frac68+\frac18\cdot2\right)=-\frac1{2H^2},\\
\text{corner: }&\frac1{H^2}\left(-1\cdot\frac18-\frac18\cdot1\right)=-\frac1{4H^2}.
\end{aligned}
$$

Here "edge" means one of the four nearest coarse neighbours and "corner" one of the four diagonal ones. The operator is therefore

$$
\boxed{A_G=\frac1{4H^2}
\begin{pmatrix}-1&-2&-1\\-2&12&-2\\-1&-2&-1\end{pmatrix}}
$$

The weights sum to zero, as they must for a Laplacian acting on a constant away from the boundary. For your $H=1$ bohr they are 3, $-0.5$ and $-0.25$ bohr$^{-2}$.

### Checking it with a single coarse value

You can verify this by hand. Put 1 on one coarse node and 0 on all others. Along one axis, at fine offsets $-2,\dots,2$, the interpolant and its scaled second difference are

$$
p=\left(0,\tfrac12,1,\tfrac12,0\right),\qquad
q=\left(-\tfrac12,0,1,0,-\tfrac12\right).
$$

In two dimensions, $h^2A_hP$ acting on the unit value gives $q_ip_j+p_iq_j$ at offset $(i,j)$:

$$
\begin{pmatrix}
0&-\frac14&-\frac12&-\frac14&0\\
-\frac14&0&\frac12&0&-\frac14\\
-\frac12&\frac12&2&\frac12&-\frac12\\
-\frac14&0&\frac12&0&-\frac14\\
0&-\frac14&-\frac12&-\frac14&0
\end{pmatrix}.
$$

In one dimension the response vanished between the coarse nodes. Here it still vanishes at the fine nodes in the centres of the coarse cells, such as offset $(1,1)$, but not at fine nodes midway along a coarse grid line, such as offset $(1,0)$: there the interpolant is straight in one direction but still has a kink in the other.

Now average around three coarse nodes.

- At the centre, the value 2 has weight $1/4$ and four values $1/2$ have weight $1/8$. The sum is $1/2+1/4=3/4$.
- At the edge neighbour, offset $(2,0)$, the node itself contributes $-\frac12\cdot\frac14=-\frac18$. Its four nearest fine nodes carry $\frac12,0,-\frac14,-\frac14$, which sum to zero, and its diagonal fine nodes carry zero. The result is $-1/8$.
- At the corner neighbour, offset $(2,2)$, the node itself carries zero. Two of its nearest fine nodes carry $-\frac14$, each with weight $1/8$. The result is $-1/16$.

Dividing by $h^2=H^2/4$ multiplies these numbers by $4/H^2$, which gives $3/H^2$, $-1/(2H^2)$ and $-1/(4H^2)$ again.

### Where the diagonal couplings come from

Insert $M=I-(H^2/8)A_H$ along each axis:

$$
\begin{aligned}
A_G&=A_x\left(I-\frac{H^2}{8}A_y\right)+\left(I-\frac{H^2}{8}A_x\right)A_y\\
&=A_5-\frac{H^2}{4}A_xA_y ,
\end{aligned}
$$

where $A_5=A_x+A_y$ is the coarse five-point operator. The product $A_xA_y$ is a mixed fourth difference, and it supplies the corner weights. For transfers that are products of one-dimensional ones, as here, it would be absent if the one-dimensional $RP$ were the identity. The corners belong to this choice of transfers. If every coarse cell is cut along the same diagonal and $P$ is linear interpolation on the triangles, with $R=P^T/4$, then $RP$ is not the identity and yet $RA_hP=A_5$.

Replacing full weighting by injection shows this. Injection $J$ copies the values at the coarse nodes, so $JP=I$ and the corners disappear. However, the one-dimensional response at an even node is then no longer halved, so $JA_hP=2A_H$ along an axis. In two dimensions,

$$
JA_hP=2A_x+2A_y=2A_5 .
$$

The stencil has five points but is twice too large: its centre is 8 bohr$^{-2}$ in your example, against 4 bohr$^{-2}$ for $A_5$. Injection itself therefore does not produce the operator you expected either. Half injection, $R=J/2$, does give $A_5$, but this restriction is not a multiple of $P^T$ and its weights sum to $1/2$, not to 1.

### Is it still a Laplacian?

Yes, to second order in the spacing. Away from the boundary, let the operators act on a plane wave $e^{i(k_xx+k_yy)}$ and define

$$
a=4\sin^2\frac{k_xH}{2},\qquad b=4\sin^2\frac{k_yH}{2}.
$$

Then $A_x$ multiplies the wave by $a/H^2$ and $A_y$ by $b/H^2$. The factor for $A_G$ is

$$
\lambda_G=\frac1{H^2}\left(a+b-\frac{ab}{4}\right).
$$

For small $k_xH$, $a/H^2=k_x^2-H^2k_x^4/12+O(H^4)$, and similarly for $b$. Therefore

$$
\lambda_G=k_x^2+k_y^2-H^2\left(\frac{k_x^4+k_y^4}{12}+\frac{k_x^2k_y^2}{4}\right)+O(H^4).
$$

The first term in the bracket belongs to the five-point operator as well; the second is new. Both operators approach $-\nabla^2$ at the same order, but with different errors at finite $H$.

With zero boundary values the eigenfunctions are products of sines, with $k_x=p\pi/L$ and $k_y=q\pi/L$, where $L$ is the side and $p,q=1,\dots,m$. The same formula gives their eigenvalues, because each sine is an eigenvector of the one-dimensional operator. Rearranged, it reads

$$
H^2\lambda_G=4-\frac{(4-a)(4-b)}4 .
$$

Since $0<a,b<4$ for these modes, the product $(4-a)(4-b)$ lies between 0 and 16, so $0<H^2\lambda_G<4$. The coarse matrix is positive definite, hence invertible. The corresponding bound for $A_5$ is $a+b<8$.

Your coarse grid has $7\times7$ interior nodes. Its Galerkin eigenvalues run from 0.299 to 3.994 bohr$^{-2}$, and those of the five-point operator from 0.304 to 7.696 bohr$^{-2}$. The lowest values nearly agree, while the highest differ by almost a factor of two. The eigenvalues of a given mode differ by $ab/(4H^2)$. The two operators therefore treat smooth functions nearly alike, and differ most for functions that oscillate rapidly along both axes.

### May you use the five-point operator instead?

You may, but the coarse correction is then a different one. Take again an error $e=Pv$, with $v$ a product of sines. The restricted residual is $A_Gv=\lambda_Gv$. Solving with $A_5$, whose eigenvalue is $\lambda_5=(a+b)/H^2$, gives the correction

$$
w=\frac{\lambda_G}{\lambda_5}v .
$$

The fraction of the original error that remains is

$$
1-\frac{\lambda_G}{\lambda_5}
=\frac{(a+b)-(a+b-ab/4)}{a+b}
=\frac{ab}{4(a+b)} .
$$

It is positive, so the five-point operator corrects too little. For $a=b$ it reduces to $a^2/(8a)=a/8$. On your grid $L=8H$, so $a=4\sin^2(p\pi/16)$:

- Mode $(1,1)$: $a=0.1522$, and $0.1522/8=0.019$ of the error remains.
- Mode $(4,4)$: $a=2$, and $2/8=0.25$ remains.
- Mode $(7,7)$: $a=3.848$, and $3.848/8=0.481$ remains.

With $A_G$ the remaining fraction is zero in all three cases, up to rounding. The program confirms these fractions by carrying out the correction on the grid.

These numbers are not convergence factors of a multigrid cycle. They contain no smoothing steps, and a general fine-grid error also has a part that is not an interpolated coarse function. They do show where the two coarse operators differ: by about 2% for the smoothest mode, and by nearly half for the most oscillatory one.

### What happens on still coarser grids

If you repeat the Galerkin construction, the stencil keeps nine points but its weights change. Along one axis the Laplacian is reproduced at each coarsening. Write the other factor after $l$ coarsenings as

$$
M_l=I-c_lH_l^2A_{H_l},\qquad c_0=0,
$$

where $H_l$ is the current spacing. For the next grid, $H_{l+1}=2H_l$, and

$$
\begin{aligned}
M_{l+1}=RM_lP
&=RP-c_lH_l^2\,RA_{H_l}P\\
&=I-\left(\frac18+\frac{c_l}{4}\right)H_{l+1}^2A_{H_{l+1}} .
\end{aligned}
$$

The factor $1/4$ comes from $H_l^2=H_{l+1}^2/4$. Thus $c_{l+1}=1/8+c_l/4$. The fixed point is $c=1/6$, and subtracting it gives $c_{l+1}-1/6=(c_l-1/6)/4$. Starting from $c_0=0$,

$$
c_l=\frac{1-4^{-l}}6 .
$$

Along an axis $M_l$ has weights $(c_l,\,1-2c_l,\,c_l)$. Multiplying by $(-1,2,-1)$ and adding the two directions as before, the weights in units of $1/H_l^2$ are

$$
\begin{aligned}
\text{centre: }&2\cdot2(1-2c_l)=4-8c_l,\\
\text{edge: }&-(1-2c_l)+2c_l=-1+4c_l,\\
\text{corner: }&-c_l-c_l=-2c_l .
\end{aligned}
$$

The first coarsening has $c_1=1/8$ and returns $3,-\frac12,-\frac14$. The second has $c_2=5/32$ and gives $2.75,-0.375,-0.3125$. So do not reuse the first set of weights on every level if you want the Galerkin operator there.

As $l$ grows, the weights tend to $\frac83,-\frac13,-\frac13$. This is the stencil of bilinear finite elements divided by the cell area $H^2$. To see why, take hat functions of spacing $H$ along one axis. The overlap of a hat with itself is $2\int_0^H(1-s/H)^2ds=2H/3$, and with its neighbour $\int_0^H(1-s/H)(s/H)\,ds=H/6$. Divided by $H$, these are the weights $(1,4,1)/6$, which is $M_l$ at $c=1/6$. The integrals of products of slopes are $2/H$ and $-1/H$, which after division by $H$ are the three-point weights. The gradient product in two dimensions combines them in the same way as $A_xM_y+M_xA_y$.

### Conditions to watch in your code

**Normalization.** The weights above were derived for $R=P^T/2^d$ in $d$ dimensions. If you take $R=P^T$, the coarse matrix is multiplied by 2 in one dimension and by 4 in two. The restricted residual grows by the same factor, so the correction is unchanged, provided you use the same $R$ in both places.

**Added terms.** The one-dimensional reproduction derived above does not extend to a term proportional to the identity, because $RP\neq I$. If you later treat an operator $A_h-\sigma I$ with a constant shift $\sigma$, then

$$
R(A_h-\sigma I)P=A_G-\sigma RP .
$$

The shift multiplies $M$ in one dimension and $M_xM_y$ in two, not the identity. A coefficient that varies in space is not covered by the fixed weights given here.

**Three dimensions.** For the seven-point fine Laplacian the same reordering gives

$$
A_G=A_xM_yM_z+M_xA_yM_z+M_xM_yA_z .
$$

With $M$ weights $(\frac18,\frac34,\frac18)$, the centre is $3\cdot2\cdot(\frac34)^2=\frac{27}8$ in units of $1/H^2$. A neighbour displaced along all three axes has weight $-3\cdot(\frac18)^2=-\frac3{64}$. With trilinear interpolation and full weighting, couplings to diagonal neighbours are therefore expected in your full Hartree solver too. As in two dimensions, they belong to this choice of transfers: half injection has $JP=I$ along each axis and returns the seven-point coarse operator.

## Numbers as computed

```
side = 8.0 bohr, h = 0.5 bohr, H = 1.0 bohr
interior nodes per direction: fine 15, coarse 7
1D h^2 A P on impulse, fine offsets -2..2 (dimensionless):
   -0.5000 0.0000 1.0000 0.0000 -0.5000
1D R A P weights (bohr^-2): -1.0000 2.0000 -1.0000
1D R P weights (dimensionless): 0.1250 0.7500 0.1250
2D h^2 A P on impulse, fine offsets -2..2 (dimensionless):
   0.0000 -0.2500 -0.5000 -0.2500 0.0000
   -0.2500 0.0000 0.5000 0.0000 -0.2500
   -0.5000 0.5000 2.0000 0.5000 -0.5000
   -0.2500 0.0000 0.5000 0.0000 -0.2500
   0.0000 -0.2500 -0.5000 -0.2500 0.0000
2D R A P weights (bohr^-2):
   -0.2500 -0.5000 -0.2500
   -0.5000 3.0000 -0.5000
   -0.2500 -0.5000 -0.2500
sum of 2D weights = 0.0000 bohr^-2
injection: centre 8.0000 bohr^-2, five-point centre 4.0000 bohr^-2
plane wave k = (1, 2) bohr^-1: error/H^2 = -2.416, formula -2.417 bohr^-4
Galerkin eigenvalues: 0.2987 to 3.9942 bohr^-2
five-point eigenvalues: 0.3045 to 7.6955 bohr^-2
repeated coarsening, H = 1 bohr: centre, edge, corner (bohr^-2)
   level 1: 3.00000 -0.50000 -0.25000
   level 2: 2.75000 -0.37500 -0.31250
   level 3: 2.68750 -0.34375 -0.32812
   level 6: 2.66699 -0.33350 -0.33325
   finite elements: 2.66667 -0.33333 -0.33333
fraction of interpolated error left after coarse correction:
   mode (1,1): a = b = 0.1522, Galerkin 0.0000, five-point 0.0190
   mode (4,4): a = b = 2.0000, Galerkin 0.0000, five-point 0.2500
   mode (7,7): a = b = 3.8478, Galerkin 0.0000, five-point 0.4810
```
